# Density cumulants: logarithm, additive separability and the two-body trace

## 1. Two atoms, one electron each

Put one electron in spin orbital 1 on a left atom and one in spin orbital 2 on a distant right atom: $|\Psi\rangle=a_1^\dagger a_2^\dagger|0\rangle$. The two electrons know nothing of each other, yet the two-body density matrix has the element $\langle a_1^\dagger a_2^\dagger a_2a_1\rangle=1$, with indices on both atoms. It records that both electrons exist, not that they are correlated. We want a quantity that vanishes here.

Introduce for each spin orbital two Grassmann sources $\eta_p,\bar\eta_p$. They anticommute with each other and with all $a_p,a_p^\dagger$, so each squares to zero. For one occupied orbital,

$$\langle e^{a_1^\dagger\eta_1}e^{\bar\eta_1a_1}\rangle
=\langle(1+a_1^\dagger\eta_1)(1+\bar\eta_1a_1)\rangle
=1+\eta_1\bar\eta_1 .$$

The exponentials stop after the linear term because $(a_1^\dagger\eta_1)^2=0$. The terms with a single $a_1$ or $a_1^\dagger$ have zero expectation value, and the pair $\eta_1\bar\eta_1$ was moved to the front without a sign because a pair passes any symbol with two sign changes.

Write $x_p=\eta_p\bar\eta_p$. For both atoms the same calculation gives

$$G=(1+x_1)(1+x_2)=1+x_1+x_2+x_1x_2 .$$

The mixed term $x_1x_2$ is the unwanted element of the density matrix. Since $x_p^2=0$, $\ln(1+x_p)=x_p$, and

$$\ln G=x_1+x_2 .$$

The logarithm has removed the mixed term.

## 2. The general definition

Let the spin orbitals be orthonormal, and let the state have a sharp electron number $N$. Define

$$S=\sum_pa_p^\dagger\eta_p,\qquad \bar S=\sum_p\bar\eta_pa_p,\qquad
G=\langle e^Se^{\bar S}\rangle,\qquad W=\ln G .$$

The coefficients of $W$ are the density cumulants. The logarithm is a finite series, because $G-1$ contains finitely many sources and is therefore nilpotent:

$$W=(G-1)-\tfrac12(G-1)^2+\tfrac13(G-1)^3-\cdots .$$

Sharp $N$ leaves only terms with as many annihilators as creators, so $G=1+G_1+G_2+\cdots$ with $G_k=\langle S^k\bar S^k\rangle/(k!)^2$. Define

$$\gamma_{pr}=\langle a_p^\dagger a_r\rangle,\qquad
\Gamma_{pq,rs}=\langle a_p^\dagger a_q^\dagger a_sa_r\rangle .$$

At first order the source pair moves to the front without a sign:

$$G_1=\sum_{pr}\langle a_p^\dagger\eta_p\bar\eta_ra_r\rangle
=\sum_{pr}\gamma_{pr}\,\eta_p\bar\eta_r .$$

At second order two exchanges are needed:

$$a_p^\dagger\eta_pa_q^\dagger\eta_q=-a_p^\dagger a_q^\dagger\eta_p\eta_q,\qquad
\bar\eta_sa_s\bar\eta_ra_r=-\bar\eta_s\bar\eta_ra_sa_r .$$

The two minus signs cancel in the product. The four sources then stand together and move to the front freely:

$$G_2=\frac14\sum_{pqrs}\Gamma_{pq,rs}\,\eta_p\eta_q\bar\eta_s\bar\eta_r .$$

Collecting terms with four sources in the series for $W$ gives $W_2=G_2-\tfrac12G_1^2$. In the square we reorder

$$\eta_p\bar\eta_r\eta_q\bar\eta_s=-\eta_p\eta_q\bar\eta_r\bar\eta_s
=\eta_p\eta_q\bar\eta_s\bar\eta_r,$$

so that

$$\tfrac12G_1^2=\frac12\sum_{pqrs}\gamma_{pr}\gamma_{qs}\,\eta_p\eta_q\bar\eta_s\bar\eta_r .$$

Exchanging the summation names $r$ and $s$ gives the same sum with $\gamma_{pr}\gamma_{qs}$ replaced by $-\gamma_{ps}\gamma_{qr}$, because the barred sources change order. The average of the two forms is

$$\tfrac12G_1^2=\frac14\sum_{pqrs}(\gamma_{pr}\gamma_{qs}-\gamma_{ps}\gamma_{qr})\,
\eta_p\eta_q\bar\eta_s\bar\eta_r .$$

With the convention $W_2=\frac14\sum\lambda_{pq,rs}\eta_p\eta_q\bar\eta_s\bar\eta_r$ and $\lambda$ antisymmetric within each index pair, we read off

$$\boxed{\lambda_{pq,rs}=\Gamma_{pq,rs}-\gamma_{pr}\gamma_{qs}+\gamma_{ps}\gamma_{qr}}$$

The first subtraction removes independent electrons; the second restores the exchange that antisymmetry imposes even on independent electrons.

**Test on the first case.** There $\gamma_{11}=\gamma_{22}=1$ and $\gamma_{12}=0$, so $\lambda_{12,12}=1-1+0=0$, as required.

## 3. Product states

Divide the spin orbitals into disjoint sets $A$ and $B$. Let

$$|\Psi\rangle=C_AC_B|0\rangle,$$

where $C_A$ is a sum of products of $N_A$ creators from set $A$, and $C_B$ likewise has $N_B$ creators from set $B$. Both fragment states are normalized. Each may be strongly correlated internally; the assumption concerns the absence of correlation between them.

Split the sources in the same way: $S=S_A+S_B$, $\bar S=\bar S_A+\bar S_B$. Every term in these sums is a product of two anticommuting symbols. Two such terms from different fragments commute, since exchanging them costs four sign changes. Hence $S_A$ commutes with $S_B$, $\bar S_A$ with $\bar S_B$, and $S_B$ with $\bar S_A$, which gives

$$e^Se^{\bar S}=e^{S_A}e^{S_B}e^{\bar S_A}e^{\bar S_B}
=\left(e^{S_A}e^{\bar S_A}\right)\left(e^{S_B}e^{\bar S_B}\right).$$

Expand each bracket into source monomials times operator monomials. An operator $O_A$ that changes the number of electrons on $A$ contributes nothing, because $N_A$ is sharp and the other bracket cannot change it back. The same holds for $B$. The surviving $O_A$ and $O_B$ contain even numbers of operators and are accompanied by even numbers of sources, so the sources can be separated without signs.

It remains to factorize $\langle O_AO_B\rangle$. Since $O_B$ is even, it passes $C_A$:

$$\langle O_AO_B\rangle
=\langle0|C_B^\dagger\left(C_A^\dagger O_AC_A\right)O_BC_B|0\rangle .$$

The operator in parentheses conserves the number of $A$ electrons and acts on a state that has none. It can only return that state multiplied by $\langle0|C_A^\dagger O_AC_A|0\rangle=\langle O_A\rangle_A$; being even, it passes the $B$ operators without a sign. Therefore $\langle O_AO_B\rangle=\langle O_A\rangle_A\langle O_B\rangle_B$, and

$$G=G_AG_B .$$

Both factors are even in the sources and commute. For commuting nilpotent quantities the usual series identity for the logarithm of a product holds, so

$$\boxed{W=W_A+W_B}$$

No term on the right contains sources from both fragments. Every cumulant of every order with indices on both fragments therefore vanishes, while those within a fragment are the cumulants of that fragment alone. This is additive separability.

**Limit: a determinant.** A determinant is a product of one-electron fragments, each with one spin orbital. Section 1 gives $W=\sum_{i\,\mathrm{occ}}x_i$, so all cumulants beyond the first vanish. This does not depend on the orbital basis: a unitary change of orbitals, with the sources transformed so that $S$ and $\bar S$ keep their form, is linear and does not mix orders.

**Limit: distance without a product.** Let two separated atoms $a$ and $b$ share a singlet,

$$|\Psi\rangle=\frac1{\sqrt2}\left(a_{a\uparrow}^\dagger a_{b\downarrow}^\dagger
-a_{a\downarrow}^\dagger a_{b\uparrow}^\dagger\right)|0\rangle .$$

Removing an electron from each of the four spin orbitals leaves four mutually orthogonal states, each of squared norm $\frac12$. Hence $\gamma_{pr}=\frac12\delta_{pr}$. The element that exchanges the spins is

$$\lambda_{a\uparrow b\downarrow,a\downarrow b\uparrow}
=\langle a_{a\uparrow}^\dagger a_{b\downarrow}^\dagger a_{b\uparrow}a_{a\downarrow}\rangle
=\frac1{\sqrt2}\left(-\frac1{\sqrt2}\right)=-\frac12 ,$$

with no subtraction, because the off-diagonal elements of $\gamma$ vanish. The atoms may be arbitrarily far apart and still have this mixed cumulant: their spins are entangled. Separability is a property of the state, not of the distance.

## 4. The trace

Set $s=q$ in the formula for $\lambda$ and sum over $q$. The first term contains the number operator $\hat N=\sum_qa_q^\dagger a_q$:

$$\sum_q\Gamma_{pq,rq}=\langle a_p^\dagger\hat Na_r\rangle=(N-1)\gamma_{pr},$$

because $a_r|\Psi\rangle$ has $N-1$ electrons. In the second term $\sum_q\gamma_{qq}=N$, and the third is a matrix product. Thus

$$\sum_q\lambda_{pq,rq}=(N-1)\gamma_{pr}-N\gamma_{pr}+(\gamma^2)_{pr}
=(\gamma^2-\gamma)_{pr}.$$

The large terms proportional to $N$ cancel. Now set $r=p$, sum over $p$, and evaluate the trace in the basis where $\gamma$ is diagonal with natural occupations $n_i$:

$$\boxed{\sum_{pq}\lambda_{pq,pq}=-\sum_in_i(1-n_i)}$$

The sum on the left runs over ordered pairs; counting each pair once would halve both sides. The $n_i$ are spin-orbital occupations, between 0 and 1, since $n_i=\langle a_i^\dagger a_i\rangle\ge0$ and $1-n_i=\langle a_ia_i^\dagger\rangle\ge0$.

**Limit: zero trace.** Every term $n_i(1-n_i)$ is nonnegative, so the trace vanishes only if each $n_i$ is 0 or 1. An occupation of 1 means that $a_i^\dagger|\Psi\rangle$ has zero norm, so orbital $i$ is surely filled; an occupation of 0 means that it is surely empty. The state is then a determinant, and by Section 3 all its higher cumulants vanish.

**Limit: the separated singlet.** Four occupations of $\frac12$ give a trace of $-4\times\frac14=-1$. Changing the minus sign in the singlet to a plus gives a triplet state with the same $\gamma$ and the same trace, but the spin-exchange element becomes $+\frac12$. The occupations fix the trace, not the cumulant.

**When $N$ is not sharp.** Consider an ensemble of states with different electron numbers, and keep the boxed formula for $\lambda$. Since $\hat Na_p=a_p(\hat N-1)$, the trace of $\Gamma$ is $\langle\hat N(\hat N-1)\rangle$, and

$$\sum_{pq}\lambda_{pq,pq}
=\langle\hat N^2\rangle-\langle\hat N\rangle-\langle\hat N\rangle^2+\sum_in_i^2
=\mathrm{Var}(N)-\sum_in_i(1-n_i).$$

As an example, mix the stretched molecule $B$ of the next section with the normalized state left after removing one electron from one of its atomic orbitals, in equal weights. The variance is 0.2500 and $\sum n(1-n)=0.6602$, so the trace is $0.2500-0.6602=-0.4102$. The occupations alone no longer determine it.

## 5. Two hydrogen molecules

Take molecule $A$ with bond length 0.8 angstrom and molecule $B$ with bond length 2.0 angstrom. The states are full configuration interaction ground states in the STO-3G basis, expressed in symmetrically orthogonalized atomic orbitals. This is the complete solution within a minimal basis; the occupations, traces and energies below belong to that basis and are not converged properties of hydrogen. In the larger cc-pVTZ basis the cumulant trace of $A$ moves from $-0.062$ to $-0.078$ and that of $B$ from $-0.820$ to $-0.666$: the minimal basis misses correlation in the short molecule and exaggerates it in the stretched one.

With only two spatial orbitals per molecule in this basis, each molecule has two occupations $n$ and two occupations $1-n$, hence $\sum n(1-n)=4n(1-n)$:

- $A$: $4\times0.98433\times0.01567=0.0617$;
- $B$: $4\times0.71191\times0.28809=0.8204$.

The cumulant traces computed from the two-body density matrices are $-0.0617$ and $-0.8204$. Stretching has moved $B$ much of the way from the determinant value 0 toward the separated-singlet value $-1$.

Now solve for all four atoms together on a line, with a gap of 100 angstrom between the molecules. The trace is $-0.8821=-0.0617-0.8204$. The trace of $\Gamma$ does not add: it is $N(N-1)$, which is 2 for each molecule and 12 for the pair. The largest mixed element of $\Gamma$ is 0.25, while the largest mixed cumulant is $7\times10^{-8}$. The latter is small but above rounding error. It need not vanish exactly: the Hamiltonian still contains the Coulomb interaction between the molecules, so nothing forces its ground state to be an exact product.

At a gap of 1.5 angstrom the largest mixed cumulant is 0.082. The state is no longer a product, and the trace, $-0.8729$, is no longer the sum for the isolated molecules. It still equals $-\sum n(1-n)$ for the four-electron state, because that result needs only sharp total $N$.

### The energy carried by the cumulant

With $h$ the one-electron Hamiltonian and $(pr|qs)$ the Coulomb integrals over spin orbitals, the electronic energy is $\sum h_{pr}\gamma_{pr}+\frac12\sum(pr|qs)\Gamma_{pq,rs}$. Inserting $\Gamma=\lambda+\gamma\gamma-\gamma\gamma$ from Section 2 separates a part determined by $\gamma$ from

$$E_\lambda=\frac12\sum_{pqrs}(pr|qs)\,\lambda_{pq,rs}.$$

For a product state each nonzero $\lambda$ lies within one fragment, so $E_\lambda$ is additive. The numbers are $-1.62$ eV ($-0.0597$ hartree) for $A$ and $-9.26$ eV ($-0.3402$ hartree) for $B$. Their sum, $-10.88$ eV ($-0.3999$ hartree), is the value for the distant pair.

$E_\lambda$ is not the correlation energy. Relative to restricted Hartree-Fock, the latter is $-0.63$ eV for $A$ and $-4.49$ eV for $B$. (All four energies depend strongly on the basis: in cc-pVTZ, $E_\lambda$ is $-2.49$ and $-6.63$ eV and the correlation energy is $-1.09$ and $-2.59$ eV; the two quantities remain different.) The difference is one of reference: $E_\lambda$ is counted from the $\gamma$-dependent part evaluated with the correlated $\gamma$, whereas the correlation energy is counted from the Hartree-Fock determinant. For $A$ that first reference lies $1.62-0.63=0.99$ eV above the second, and for $B$ it lies $9.26-4.49=4.77$ eV above.

## 6. Three-body cumulants of two electrons

Molecule $B$ has two electrons, so its three-body density matrix is zero. Its three-body cumulant is not. Let $g$ be the bonding orbital, with occupation $n$ for each spin, and $u$ the antibonding one. In the minimal basis the ground state is a superposition of the doubly occupied configurations $g\uparrow g\downarrow$ and $u\uparrow u\downarrow$.

Consider the coefficient of $x_{g\uparrow}x_{g\downarrow}x_{u\uparrow}$ in

$$W_3=G_3-G_1G_2+\tfrac13G_1^3 .$$

Here $G_3=0$. The pair $g\uparrow,g\downarrow$ is occupied with probability $n$, while $g$ and $u$ are never occupied together, so $G_1G_2$ contributes $n(1-n)$. The cube contains each product of three different terms six times and contributes $\frac63n^2(1-n)$. The coefficient is

$$-n(1-n)+2n^2(1-n)=n(1-n)(2n-1),$$

which for $n=0.71191$ is 0.0869 (in cc-pVTZ, where the leading natural occupations are $n_g=0.790$ and $n_u=0.209$, the corresponding coefficient $n_gn_u(2n_g-1)$ is about 0.095). It vanishes at $n=1$, the determinant, and at $n=\frac12$. Call it $c$. Exchanging $g$ and $u$ replaces $n$ by $1-n$, so the coefficient of $x_{g\uparrow}x_{u\uparrow}x_{u\downarrow}$ is $-c$. There are no off-diagonal terms in this basis: $G_1$ contains only the $x_p$, and the off-diagonal terms of $G_2$ pair both unbarred sources of one orbital with both barred sources of the other, so every $x_p$ annihilates them. Hence $W_3=c\,x_{g\uparrow}x_{u\uparrow}(x_{g\downarrow}-x_{u\downarrow})$ plus the same with the spins exchanged. In the orthogonalized atomic orbitals $a,b$, with $g,u=(a\pm b)/\sqrt2$, one has $x_{g\uparrow}x_{u\uparrow}=x_{a\uparrow}x_{b\uparrow}$ and $x_{g\downarrow}-x_{u\downarrow}=\eta_{a\downarrow}\bar\eta_{b\downarrow}+\eta_{b\downarrow}\bar\eta_{a\downarrow}$. There the diagonal coefficients vanish and $c$ appears on off-diagonal monomials. The program's largest three-body coefficient in that basis is 0.0869, as this requires; the equality rests on the symmetry of this molecule, since individual coefficients depend on the basis. A cumulant thus measures what lower-order information fails to account for, and it can be nonzero where the density matrix of the same order is zero.

The numerical check builds $G$ directly, with extra fermion modes in the role of the sources, and takes its logarithm. For a random three-electron state it reproduces the formula for $\lambda$; for a product state constructed from molecule $B$ and one electron on a separate atom it confirms $W=W_A+W_B$ at every order present.

## Calculated quantities

```
bond length of molecule A: 0.8 angstrom
bond length of molecule B: 2.0 angstrom
far gap: 100 angstrom; near gap: 1.5 angstrom
A: spin-orbital occupations (no unit): 0.98433 0.98433 0.01567 0.01567
A: sum n(1-n) = 0.061711 (no unit)
A: trace of two-body cumulant = -0.061711 (no unit)
A: trace of Gamma = 2.0000 (no unit)
A: total full-CI energy = -30.8617 eV
A: cumulant energy = -1.6235 eV = -0.059663 hartree
B: spin-orbital occupations (no unit): 0.71191 0.71191 0.28809 0.28809
B: sum n(1-n) = 0.820379 (no unit)
B: trace of two-body cumulant = -0.820379 (no unit)
B: trace of Gamma = 2.0000 (no unit)
B: total full-CI energy = -25.8138 eV
B: cumulant energy = -9.2577 eV = -0.340215 hartree
AB far: spin-orbital occupations (no unit): 0.98433 0.98433 0.71191 0.71191 0.28809 0.28809 0.01567 0.01567
AB far: sum n(1-n) = 0.882089 (no unit)
AB far: trace of two-body cumulant = -0.882089 (no unit)
AB far: trace of Gamma = 12.0000 (no unit)
AB far: total full-CI energy = -56.6756 eV
AB far: cumulant energy = -10.8812 eV = -0.399878 hartree
AB near: spin-orbital occupations (no unit): 0.98488 0.98488 0.71584 0.71584 0.28448 0.28448 0.01480 0.01480
AB near: sum n(1-n) = 0.872867 (no unit)
AB near: trace of two-body cumulant = -0.872867 (no unit)
AB near: trace of Gamma = 12.0000 (no unit)
AB near: total full-CI energy = -56.4293 eV
AB near: cumulant energy = -10.6305 eV = -0.390662 hartree
A: correlation energy relative to restricted HF = -0.6340 eV
B: correlation energy relative to restricted HF = -4.4858 eV
AB far: largest mixed cumulant element = 7.4e-08 (no unit)
AB far: largest mixed Gamma element = 0.2500 (no unit)
AB near: largest mixed cumulant element = 0.0818 (no unit)
AB far: largest error of cumulant additivity = 7.4e-08 (no unit)
random state: log of G against formula, error = 1.1e-16
determinant: largest higher coefficient of W = 2.2e-16
hydrogen atom spin-state mixing angle: 0.6 rad
H2 B times H: all-order additivity error = 5.0e-16
H2 B times H: largest mixed coefficient of G = 0.3406
H2 B: largest three-body coefficient of G = 0.0e+00
H2 B: largest three-body coefficient of W = 0.0869
separated singlet: cumulant trace = -1.0000
separated singlet: sum n(1-n) = 1.0000
separated singlet: largest mixed cumulant = 0.5000
separated product: largest cumulant = 0.0e+00
ensemble: weight of neutral molecule B = 0.50
ensemble: particle-number variance = 0.2500
ensemble: sum n(1-n) = 0.660189
ensemble: cumulant trace = -0.410189
```
